# Stevens factors and easy magnetization directions of Nd3+ and Sm3+

**Setting.** A rare-earth ion in a permanent magnet feels two fields. The exchange field of the transition-metal sublattice polarizes its angular momentum, and the crystal field ties its 4f charge cloud to the lattice. Keep only the axial second-order part of the crystal field:

\[
V=A_2\sum_i(3\cos^2\theta_i-1),
\]

where \(\theta_i\) is the polar angle of electron \(i\) from the crystal axis \(z\). The energy \(A_2\) contains the average of \(r^2\) and the electron's charge. For \(A_2>0\) an electron has a higher energy on the axis (factor \(+2\)) than in the basal plane (factor \(-1\)).

The ions are Nd\(^{3+}\) (4f\(^3\)) and Sm\(^{3+}\) (4f\(^5\)), each in its Hund ground multiplet. Angular momenta are in units of \(\hbar\), and energies are in kelvin per ion. The Stevens factor \(\alpha_J\) is defined by the equality, within that multiplet,

\[
\sum_i(3\cos^2\theta_i-1)=\alpha_J\,[3J_z^2-J(J+1)].
\]

The two sides must be proportional by the Wigner–Eckart theorem, since both are the axial component of a rank-two tensor.

## Part (a): one electron

**Question.** Find the average of \(3\cos^2\theta-1\) in an f orbital with magnetic quantum number \(m\).

**Answer.** Multiplication by \(\cos\theta\) couples a spherical harmonic to its two neighbours in \(l\):

\[
\cos\theta\,Y_{lm}=a_{l+1}Y_{l+1,m}+a_lY_{l-1,m},\qquad a_l^2=\frac{l^2-m^2}{4l^2-1}.
\]

The average of \(\cos^2\theta\) is the squared norm of this function. For \(l=3\),

\[
\langle\cos^2\theta\rangle=\frac{16-m^2}{63}+\frac{9-m^2}{35}
=\frac{161-14m^2}{315}=\frac{23-2m^2}{45}.
\]

Therefore

\[
\langle3\cos^2\theta-1\rangle_m=\frac{23-2m^2}{15}-1=\frac{8-2m^2}{15}.
\]

Orbitals with \(|m|=3\) give \(-2/3\) and are flattened toward the plane. The orbital \(m=0\) gives \(+8/15\) and extends along the axis.

## Part (b): the orbital factor

**Question.** Use Hund's rules to find \(L\), \(S\) and \(J\). Then find the factor \(\alpha_L\) that replaces \(\alpha_J\) when the operator is written with \(L_z\) and \(L\).

**Answer.** All spins are parallel, and the orbitals are filled downward from \(m=3\). The shell is less than half full, so \(J=L-S\).

- Nd\(^{3+}\) fills \(m=3,2,1\): \(L=6\), \(S=3/2\), \(J=9/2\).
- Sm\(^{3+}\) fills \(m=3,2,1,0,-1\): \(L=5\), \(S=5/2\), \(J=5/2\).

The crystal field does not act on spin, so within the LS term it is proportional to \(3L_z^2-L(L+1)\). The state \(M_L=L\), \(M_S=S\) is a single determinant, whose angular factor is the sum over its occupied orbitals. There the orbital operator equals \(3L^2-L(L+1)=L(2L-1)\), which is 66 for Nd and 45 for Sm. The sums of \(m^2\) are 14 and 15, so

\[
\text{Nd: }\ \alpha_L=\frac{1}{66}\,\frac{24-28}{15}=-\frac{2}{495},
\qquad
\text{Sm: }\ \alpha_L=\frac{1}{45}\,\frac{40-30}{15}=+\frac{2}{135}.
\]

The signs already differ. Neodymium's three electrons include the flattest orbital and leave \(m=0\) empty. Samarium adds \(m=0\) and \(m=-1\), which are both elongated.

## Part (c): from L to J

**Question.** Find the composition of the state \(|J,M=J\rangle\), and from it \(\alpha_J\) for both ions.

**Answer.** Expand the state in products with \(M_L+M_S=J\), with amplitudes \(c(M_L)\). Since \(M=J\) is the highest projection, \((L_++S_+)|J,J\rangle=0\).

Take the component of this equation on \(|M_L+1,M_S\rangle\), where \(M_S=J-M_L\). It is reached by \(L_+\) from \(|M_L,M_S\rangle\) and by \(S_+\) from \(|M_L+1,M_S-1\rangle\):

\[
c(M_L)\sqrt{(L-M_L)(L+M_L+1)}+c(M_L+1)\sqrt{(S+M_S)(S-M_S+1)}=0.
\]

The weights \(w=|c|^2\) therefore obey

\[
\frac{w(M_L+1)}{w(M_L)}=\frac{(L-M_L)(L+M_L+1)}{(S+M_S)(S-M_S+1)}.
\]

For Nd, starting at \(M_L=3\), the ratios are \(10,\ 11/2,\ 4\). The weights for \(M_L=3,4,5,6\) are \(1,10,55,220\), with sum 286. The values of \(3M_L^2-42\) are \(-15,6,33,66\), so

\[
\langle3L_z^2-L(L+1)\rangle=\frac{-15+60+1815+14520}{286}=\frac{16380}{286}=\frac{630}{11}.
\]

For Sm, starting at \(M_L=0\), the ratios are \(6,\ 7/2,\ 8/3,\ 9/4,\ 2\). The weights for \(M_L=0,\dots,5\) are \(1,6,21,56,126,252\), with sum 462. The values of \(3M_L^2-30\) are \(-30,-27,-18,-3,18,45\), so

\[
\langle3L_z^2-L(L+1)\rangle=\frac{-30-162-378-168+2268+11340}{462}=\frac{12870}{462}=\frac{195}{7}.
\]

At \(M=J\) the operator in the definition of \(\alpha_J\) equals \(J(2J-1)\), which is 36 for Nd and 10 for Sm. Equating the two forms of the angular factor gives

\[
\alpha_J(\mathrm{Nd})=-\frac{2}{495}\,\frac{630}{11}\,\frac1{36}=-\frac{7}{1089}\approx-0.00643,
\]

\[
\alpha_J(\mathrm{Sm})=+\frac{2}{135}\,\frac{195}{7}\,\frac1{10}=+\frac{13}{315}\approx+0.0413.
\]

As a test, the Hund states were also built by diagonalization in the full spaces of 4f\(^3\) and 4f\(^5\) determinants. For every positive \(M\), their angular factors agree with these results to within \(3\times10^{-13}\).

The negative sign means that the 4f cloud of Nd is flattened toward the plane perpendicular to \(\mathbf J\). The cloud of Sm is elongated along \(\mathbf J\).

## Part (d): the preferred direction

**Question.** An exchange field polarizes \(\mathbf J\) fully along a direction \(\mathbf n\) at angle \(\theta\) to the crystal axis. To first order in \(A_2\), which direction does each ion prefer?

**Answer.** Write \(J_z=J_n\cos\theta-J_t\sin\theta\), with \(t\) perpendicular to \(n\). The exchange states are symmetric about \(\mathbf n\), so the cross terms average to zero. With \(X=J(J+1)\) and \(q=\langle J_n^2\rangle\), the same symmetry gives \(\langle J_t^2\rangle=(X-q)/2\). Hence

\[
\langle3J_z^2-X\rangle=3q\cos^2\theta+\tfrac32(X-q)(1-\cos^2\theta)-X
=(3q-X)\,\frac{3\cos^2\theta-1}{2}.
\]

Full polarization means \(q=J^2\), so \(3q-X=J(2J-1)\) and

\[
E(\theta)=\alpha_JA_2\,J(2J-1)\,\frac{3\cos^2\theta-1}{2}.
\]

The last factor is 1 on the axis and \(-1/2\) in the plane. The energy difference is

\[
\Delta E\equiv E(90^\circ)-E(0)=-\tfrac32\,\alpha_JA_2\,J(2J-1).
\]

A positive \(\Delta E\) favors the axis. For \(A_2>0\), Nd therefore prefers the axis and Sm the basal plane. For \(A_2<0\) the preferences are exchanged. The electrostatic picture agrees: when the axis is costly for electrons, a flat cloud lies in the plane with its \(\mathbf J\) upright, while an elongated cloud lies down and takes \(\mathbf J\) with it.

The derivation assumes a dominant second-order term, exchange stronger than the crystal field, and a well separated ground multiplet. Within it, the two ions prefer opposite directions only if \(A_2\) has the same sign at both.

## Part (e): temperature

**Question.** Can heating reverse the first-order preference at a fixed exchange field?

**Answer.** No. The first-order change of the free energy is the thermal average of \(V\) over the exchange levels. The result of part (d) therefore holds with \(J(2J-1)\) replaced by \(\langle f\rangle_T\), where \(f(M)=3M^2-X\) and \(M\) is measured along \(\mathbf n\).

The exchange energy is \(2\mu_B\mathbf B\cdot\mathbf S\), and within the multiplet \(\mathbf S=(g_J-1)\mathbf J\). The populations are thus proportional to \(e^{xM}\), with

\[
x=\frac{2\mu_BB\,|g_J-1|}{k_BT},
\]

if \(M\) is counted positive toward the lowest level. Because \(f\) is even, \(e^{xM}\) may be replaced by \(\cosh xM\). Let \(M_0=\sqrt{X/3}\) be the point where \(f\) changes sign. Since \(\sum_Mf(M)=0\),

\[
\sum_M f(M)\cosh xM=\sum_M f(M)\,[\cosh xM-\cosh xM_0]>0,
\]

because in each term the two factors have the same sign. The preference is kept at every finite temperature.

It does weaken. The derivative of \(\langle f\rangle\) with respect to \(x\) is the covariance of \(f\) and \(M\tanh xM\). Both grow with \(|M|\), so the covariance is positive, and heating lowers \(x\). For \(xJ\ll1\), expanding \(\cosh xM\) gives

\[
\langle f\rangle_T\approx\frac{x^2}{2}\,\frac{\sum_MM^2f(M)}{2J+1}=\frac{x^2X(4X-3)}{30},
\]

where \(\langle M^2\rangle=X/3\) and \(\langle M^4\rangle=X(3X-1)/15\) for equal populations. Within a single multiplet, the anisotropy in this limit falls as \(1/T^2\). For a real ion the law also requires \(k_BT\) to stay well below the gap to the next \(J\) multiplet.

## Part (f): numbers for a magnet

**Question.** Take \(A_2=300\) K and \(\mu_BB/k_B=350\) K for both ions, with 8 ions in a cell of 0.95 nm³. Evaluate \(\Delta E\) at 0 and 300 K, and judge the approximations.

**Answer.** These are rough values typical of the rare-earth site in Nd\(_2\)Fe\(_{14}\)B. At 0 K,

\[
\Delta E(\mathrm{Nd})=\tfrac32\cdot\tfrac{7}{1089}\cdot300\cdot36\approx104\ \mathrm K,
\]

\[
\Delta E(\mathrm{Sm})=-\tfrac32\cdot\tfrac{13}{315}\cdot300\cdot10\approx-186\ \mathrm K.
\]

One kelvin per ion corresponds to 0.1163 MJ/m³, so these are about 12 and \(-22\) MJ/m³.

At 300 K, \(\langle f\rangle_T\) is 16.4 for Nd (46% of 36) and 7.53 for Sm (75% of 10). Neighbouring exchange levels are \(700\,|g_J-1|\) K apart, which is 191 K for Nd and 500 K for Sm. The first excited level thus has \(e^{-0.64}\approx0.53\) of the ground population in Nd, but \(e^{-1.67}\approx0.19\) in Sm. Here \(xJ\) is about 3 and 4, so the \(1/T^2\) law does not apply. At this exchange field, \(xJ\ll1\) requires temperatures far above 860 K for Nd and 1250 K for Sm. Higher multiplets are then populated too, so the single-multiplet law is not a reliable guide there.

The approximations can be judged by diagonalizing the whole lowest LS term, with rough gaps of 2700 K (Nd) and 1450 K (Sm) to the next \(J\) multiplet. The last column adds rough fourth- and sixth-order fields \(A_4=-35\) K and \(A_6=-30\) K, which multiply \(8P_4(\cos\theta_i)\) and \(16P_6(\cos\theta_i)\), with \(P_k\) the Legendre polynomials. All entries are \(\Delta E\) in K, and \(\theta\) is now the angle of the exchange field.

| Ion, T | First order | Whole term, \(A_2\) | With \(A_4,A_6\) |
|---|---:|---:|---:|
| Nd, 0 K | 104 | 109 | 58 |
| Nd, 300 K | 48 | 47 | 48 |
| Sm, 0 K | −186 | −253 | −257 |
| Sm, 300 K | −140 | −165 | −171 |

With \(A_2\) alone, the minimum lies on the axis for Nd and in the plane for Sm at both temperatures. Reversing \(A_2\) exchanges the two.

**Mixing of multiplets.** Diagonalizing the ground multiplet of Sm alone, with the full \(A_2\), gives \(-189\) K at 0 K. The whole term gives \(-253\) K, a magnitude 34% larger, so the higher multiplets matter. The direction of the change can be understood from the opposite limit, where exchange far exceeds spin–orbit coupling. The spin is then fully polarized and spin–orbit coupling selects \(|M_L|=L\). The angular factor becomes \(2/3\) instead of \(10\,\alpha_J\approx0.41\), and first order would give \(-\tfrac32\cdot300\cdot\tfrac23=-300\) K. The computed value lies between the two limits. For Nd at 0 K the ground multiplet alone, with the full \(A_2\), gives 103 K and the whole term 109 K, which is 6% larger.

**Higher-order fields.** For Nd at 0 K these fields do more than reduce \(\Delta E\): the minimum moves to 29° from the axis, although the axis is still lower than the plane. Both can hold because, near the axis, \(P_k\approx1-k(k+1)\theta^2/4\). The coefficients of \(\theta^2\) are \(3/2\), \(5\) and \(21/2\) for \(k=2,4,6\), while the drops from axis to plane are \(3/2\), \(5/8\) and \(21/16\). Higher orders thus weigh far more in the curvature at the axis than in \(\Delta E\). To first order in the three fields, within the whole term, the energies multiplying \(P_2,P_4,P_6\) are about \(-73\), \(+19\) and \(+29\) K. The coefficient of \(\theta^2\) in the energy is then about \(-290\) K, so the axis is unstable, while \(\Delta E\approx60\) K stays positive. This first-order argument fixes the sign of the curvature but not its size, which is several times larger in the full diagonalization. Within the ground multiplet alone the three energies are \(-69\), \(+15\) and \(+17\) K and \(\Delta E\approx72\) K, so mixing of multiplets matters more for Nd here than with \(A_2\) alone. The sign of \(\alpha_J\) alone does not fix the easy direction here. At 300 K the minimum is back on the axis.

**The real magnets.** Nd\(_2\)Fe\(_{14}\)B is uniaxial at room temperature, with an anisotropy energy of very roughly 5 MJ/m³, and its magnetization tilts off the axis at low temperature. Sm\(_2\)Fe\(_{14}\)B has an easy plane. The model with all three fields gives \(\Delta E\) of 5.6 and \(-19.8\) MJ/m³ at 300 K, for the rare-earth contribution alone. Only the rough size is meaningful: lowering \(\mu_BB/k_B\) from 350 to 300 K changes these to 4.8 and \(-17.9\) MJ/m³. For Nd at 350 K the coefficient of \(\theta^2\) at the axis is about 4.2 MJ/m³, smaller than \(\Delta E\). In SmCo\(_5\) the field at the Sm site has the opposite sign, and the easy direction is the axis. Of the assumptions sized here, the neglect of higher-order fields fails most for Nd at low temperature (109 K becomes 58 K), and the single multiplet fails most for Sm. The iron sublattice's own anisotropy, non-axial fields, differences between sites and ions, mixing of different LS terms and the temperature dependence of the exchange field are left out. The remaining values are in the numerical output below.

## Table of computed values

```
Inputs: A2 = 300 K, A4 = -35 K, A6 = -30 K
Exchange energy mu_B B = 350 K; field B = 521 T
Cell: 8 ions in 0.95 nm^3; 1 K per ion = 0.1163 MJ/m^3
Below, dE = E(90 deg) - E(0); positive means axis below plane
--- Nd3+: 4f^3, L = 6, S = 3/2, J = 9/2, g_J - 1 = -0.2727
alpha_L = -2/495 = -0.004040
M_L weights: 3:1, 4:10, 5:55, 6:220 ; sum 286
<3Lz^2 - L(L+1)> at M = J: 630/11 = 57.2727
alpha_J = -7/1089 = -0.006428
Largest deviation from determinant states: 1.5e-14
J(2J-1) = 36; thermal average at 300 K = 16.435
Gap to next J multiplet (rough input) = 2700 K
T = 0 K: dE first order = 104.13 K = 12.11 MJ/m^3
  dE one multiplet, full A2 = 103.25 K
  dE all J, A2 only = 109.17 K = 12.69 MJ/m^3; easy angle 0 deg
  dE all J, A2+A4+A6 = 58.36 K = 6.79 MJ/m^3; easy angle 29 deg
  dE all J, A2 reversed = -110.80 K = -12.88 MJ/m^3; easy angle 90 deg
T = 300 K: dE first order = 47.54 K = 5.53 MJ/m^3
  dE one multiplet, full A2 = 48.27 K
  dE all J, A2 only = 47.22 K = 5.49 MJ/m^3; easy angle 0 deg
  dE all J, A2+A4+A6 = 48.39 K = 5.63 MJ/m^3; easy angle 0 deg
  dE all J, A2 reversed = -45.24 K = -5.26 MJ/m^3; easy angle 90 deg
--- Sm3+: 4f^5, L = 5, S = 5/2, J = 5/2, g_J - 1 = -0.7143
alpha_L = 2/135 = 0.014815
M_L weights: 0:1, 1:6, 2:21, 3:56, 4:126, 5:252 ; sum 462
<3Lz^2 - L(L+1)> at M = J: 195/7 = 27.8571
alpha_J = 13/315 = 0.041270
Largest deviation from determinant states: 2.1e-13
J(2J-1) = 10; thermal average at 300 K = 7.530
Gap to next J multiplet (rough input) = 1450 K
T = 0 K: dE first order = -185.71 K = -21.59 MJ/m^3
  dE one multiplet, full A2 = -188.82 K
  dE all J, A2 only = -252.59 K = -29.37 MJ/m^3; easy angle 90 deg
  dE all J, A2+A4+A6 = -256.56 K = -29.83 MJ/m^3; easy angle 90 deg
  dE all J, A2 reversed = 246.93 K = 28.71 MJ/m^3; easy angle 0 deg
T = 300 K: dE first order = -139.84 K = -16.26 MJ/m^3
  dE one multiplet, full A2 = -137.04 K
  dE all J, A2 only = -165.24 K = -19.21 MJ/m^3; easy angle 90 deg
  dE all J, A2+A4+A6 = -170.51 K = -19.82 MJ/m^3; easy angle 90 deg
  dE all J, A2 reversed = 174.20 K = 20.25 MJ/m^3; easy angle 0 deg
```
